\section*{Electromechanical Instability of a Dielectric Film under Voltage}

\section*{The film and the conventions}

A uniform dielectric film of initial thickness $d_0$ fills the space between two plane electrodes. A source raises the voltage $V$ slowly, so that inertia plays no part. The opposite charges on the electrodes attract and squeeze the film to a thickness $d$. We write
\[
x=\frac{d}{d_0},\qquad E_0=\frac{V}{d_0},\qquad E=\frac{V}{d}=\frac{E_0}{x}.
\]
Here $E_0$ is the nominal field, computed from the initial thickness, and $E$ is the true field. Compressive stress and pressure are counted positive.

Until stated otherwise, the electrode area is fixed, the permittivity $\varepsilon$ does not change with strain, and the film stays uniform, elastic and insulating. Edge fields are neglected. Energies are given per unit electrode area.

\section*{(a) Elastic stress and energy}

\textit{Each small compression obeys Hooke's law relative to the current thickness, with a constant incremental modulus $Y$. Find the stress and the stored energy at thickness $d$.}

\textbf{Solution.} A change $\mathrm{d}d'<0$ at thickness $d'$ is a compressive strain increment $-\mathrm{d}d'/d'$. Hence
\[
\mathrm{d}\sigma=-Y\frac{\mathrm{d}d'}{d'},\qquad
\sigma=-Y\int_{d_0}^{d}\frac{\mathrm{d}d'}{d'}=Y\ln\frac{d_0}{d}=Y\ln\frac1x .
\]
Because the area is fixed, the work per area is the stress times the distance moved:
\[
W=\int_d^{d_0}\sigma(d')\,\mathrm{d}d'
=Yd_0\int_x^1(-\ln s)\,\mathrm{d}s
=Yd_0\,[\,s-s\ln s\,]_x^1 .
\]
The bracket is $1$ at the upper limit and $x-x\ln x$ at the lower one, so
\begin{equation}
W=Yd_0\,(1-x+x\ln x). \label{W}
\end{equation}
For a small compression $\eta=1-x$, the stress becomes $Y\eta$ and the energy $Yd_0\eta^2/2$, as in ordinary linear elasticity. The assumption of constant $Y$ matters at large compression, where a real solid may stiffen, yield or crush.

\section*{(b) Electrostatic pressure}

\textit{Find the pressure on the film, first at fixed charge and then at fixed voltage.}

\textbf{Solution.} Let $q$ be the charge per area. The field is $E=q/\varepsilon$ and the field energy is
\[
U=\frac{\varepsilon E^2}{2}\,d=\frac{q^2d}{2\varepsilon}.
\]
At fixed $q$ the source does no work. The energy falls as the film thins, so there is a compressive pressure
\[
p=\frac{\partial U}{\partial d}\bigg|_q=\frac{q^2}{2\varepsilon}=\frac{\varepsilon E^2}{2}.
\]

At fixed voltage $q=\varepsilon V/d$, and the field energy $\varepsilon V^2/(2d)$ rises as the film thins. The source, however, delivers work $V\,\mathrm{d}q$. Its own energy is therefore $-Vq=-\varepsilon V^2/d$, up to a constant. The potential of field and source together is
\[
\frac{\varepsilon V^2}{2d}-\frac{\varepsilon V^2}{d}=-\frac{\varepsilon V^2}{2d},
\]
and its derivative with respect to $d$ is
\begin{equation}
p=\frac{\varepsilon V^2}{2d^2}=\frac{\varepsilon E^2}{2}. \label{p}
\end{equation}
The pressure at a given state is the same in both cases. What differs is its response to thinning: it stays constant at fixed charge and grows as $1/d^2$ at fixed voltage.

\section*{(c) The end of equilibrium}

\textit{Find the largest nominal field at which the film can be in equilibrium, and the thickness there.}

\textbf{Solution.} The total potential at fixed voltage is
\begin{equation}
\Pi(x)=Yd_0(1-x+x\ln x)-\frac{\varepsilon V^2}{2d_0x}. \label{Pi}
\end{equation}
With the dimensionless load $u=\varepsilon E_0^2/Y$, its derivative is
\begin{equation}
\frac{\mathrm{d}\Pi}{\mathrm{d}x}=Yd_0\left(\ln x+\frac{u}{2x^2}\right). \label{slope}
\end{equation}
Setting this to zero is the balance of stress and pressure, and gives
\begin{equation}
u=2x^2\ln\frac1x . \label{balance}
\end{equation}
The right side vanishes at $x=1$ and as $x\to0$, and is positive between. Its derivative is
\[
\frac{\mathrm{d}u}{\mathrm{d}x}=4x\ln\frac1x-2x=2x\left(2\ln\frac1x-1\right),
\]
which changes sign once, at $\ln(1/x)=1/2$. That point is the maximum:
\[
x_c=e^{-1/2}\approx0.607,\qquad u_c=2\,e^{-1}\cdot\tfrac12=e^{-1}.
\]
Since $E_0=\sqrt{uY/\varepsilon}$,
\begin{equation}
E_{0c}=\sqrt{\frac{Y}{\varepsilon}}\;e^{-1/2}. \label{crit}
\end{equation}
This is the Stark--Garton threshold. The true field there is $E_c=E_{0c}/x_c=\sqrt{Y/\varepsilon}$, and the pressure is $\varepsilon E_c^2/2=Y/2$. A material must therefore remain elastic up to half its modulus if it is to reach this threshold as described.

The critical field does not depend on $d_0$ in this model. The critical voltage is proportional to $d_0$.

\section*{(d) Stable and unstable thicknesses}

\textit{Decide which equilibria are stable, solve for both, and describe what happens near and above the threshold.}

\textbf{Solution.} Differentiate (\ref{slope}) at fixed voltage and insert (\ref{balance}):
\[
\frac{\mathrm{d}^2\Pi}{\mathrm{d}x^2}=Yd_0\left(\frac1x-\frac{u}{x^3}\right)
=\frac{Yd_0}{x}\left(1-2\ln\frac1x\right).
\]
This is positive for $x>e^{-1/2}$, where the equilibrium is a minimum, and negative for $x<e^{-1/2}$, where it is a maximum. A film loaded slowly from zero voltage follows the thicker, stable branch. The minimum is a local one: at any nonzero voltage $\Pi$ falls without bound as $x\to0$, and the unstable thickness marks the top of the barrier that separates the film from collapse.

To solve (\ref{balance}), put $s=\ln x^2$. Then $2x^2\ln(1/x)=-x^2\ln x^2=-s\,e^{s}$, so $s\,e^s=-u$. The Lambert function $W_n$ is defined by $W_ne^{W_n}=z$, and therefore
\begin{equation}
x=\exp\left[\tfrac12W_n(-u)\right]. \label{lambert}
\end{equation}
The principal branch $n=0$ has $W_0\ge-1$ and gives the stable thickness. The branch $n=-1$ has $W_{-1}\le-1$ and gives the unstable one. They meet at $W=-1$, which is $x_c$.

At half the critical voltage the stable and unstable values are $x=0.950$ and $0.158$. At 90\% they are $0.785$ and $0.407$, and at 99\% they are $0.666$ and $0.545$. Much of the thinning occurs close to the threshold. To see why, expand (\ref{balance}) about $x_c$. The second derivative of its right side is $4\ln(1/x)-6$, which equals $-4$ at $x_c$, so
\[
u\simeq\frac1e-2(x-x_c)^2 .
\]
With $u=e^{-1}(V/V_c)^2$ this gives
\[
x-x_c\simeq\pm\sqrt{\frac{1-(V/V_c)^2}{2e}} .
\]
At 99\% of $V_c$ the root is $\sqrt{0.0199/5.44}=0.060$, in agreement with the two values above.

For $u>1/e$, equation (\ref{slope}) can be written
\[
\frac{\mathrm{d}\Pi}{\mathrm{d}x}=\frac{Yd_0}{2x^2}\left(u-2x^2\ln\frac1x\right)>0
\]
at every $x$ between 0 and 1. The potential falls all the way as the film thins, so the model film collapses. The model contains nothing that would stop the collapse.

\section*{(e) The part played by the source}

\textit{Repeat the analysis for a film with a fixed, uniform charge per area.}

\textbf{Solution.} The potential is now
\[
\Pi_q=Yd_0(1-x+x\ln x)+\frac{q^2d_0x}{2\varepsilon}.
\]
Its derivative vanishes when $Y\ln x+q^2/(2\varepsilon)=0$, so
\[
x=\exp\left(-\frac{q^2}{2\varepsilon Y}\right),\qquad
\frac{\mathrm{d}^2\Pi_q}{\mathrm{d}x^2}=\frac{Yd_0}{x}>0 .
\]
There is one equilibrium for every charge, and it is stable against uniform thinning. For uniform thinning, the instability in (c) thus requires the source, which supplies more charge as the film thins.

The voltage makes the connection. Write $q=r\sqrt{\varepsilon Y}$, where $r=1$ is the charge at the threshold. Then
\[
E_0=\frac{qx}{\varepsilon}=\sqrt{\frac{Y}{\varepsilon}}\;r\,e^{-r^2/2},
\]
whose maximum is at $r=1$ and equals (\ref{crit}). Adding charge beyond this point lowers the voltage. At $r=1.5$ the film is stable at $x=0.325$, with a nominal field $1.5\times0.325=0.487$ times $\sqrt{Y/\varepsilon}$, below the critical $0.607$. The imposed uniformity is a real restriction. On a conducting electrode charge can move between patches of the film. If the electrode can bend or tilt, so that the thickness may differ from patch to patch, then beyond $r=1$ a patch that gains charge thins, falls in voltage and draws still more. The uniform state is then unstable even without a source. Between rigid electrodes held parallel the thickness cannot vary, and the uniform state stays stable.

\section*{(f) How much depends on the elastic law and on the area}

\textit{Find the threshold (i) for the linear law $\sigma=Y(1-x)$ at fixed area, and (ii) for an incompressible film that spreads freely between compliant electrodes and has true stress $Y\ln(1/x)$.}

\textbf{Solution.} (i) The balance $Y(1-x)=\varepsilon E_0^2/(2x^2)$ gives $u=2x^2(1-x)$. Its derivative $4x-6x^2$ vanishes at $x=2/3$, where $u=8/27$. Thus
\[
E_{0c}=\sqrt{\frac{8Y}{27\varepsilon}}\approx0.544\sqrt{\frac{Y}{\varepsilon}},
\]
about 10\% below (\ref{crit}). The linear film is softer at large compression.

(ii) Constant volume makes the area grow as $A=A_0/x$. Per initial area, the elastic work is
\[
Yd_0\int_x^1\frac{\ln(1/s)}{s}\,\mathrm{d}s=\frac{Yd_0}{2}(\ln x)^2 ,
\]
and the capacitance is $\varepsilon A/(A_0d)=\varepsilon/(d_0x^2)$. The potential and its stationary condition are
\[
\Pi=\frac{Yd_0}{2}(\ln x)^2-\frac{\varepsilon V^2}{2d_0x^2},\qquad
\frac{Yd_0\ln x}{x}+\frac{\varepsilon V^2}{d_0x^3}=0 .
\]
Hence $u=x^2\ln(1/x)$, half of (\ref{balance}). The critical thickness ratio is unchanged and the critical field is lower by $\sqrt2$. The growing area doubles the effective pressure to $\varepsilon E^2$, so the lateral condition has to be known before (\ref{crit}) is used.

\section*{(g) A porous interlayer dielectric}

\textit{Take $d_0=50$ nm, relative permittivity $k=2.5$ and $Y=5$ GPa, with electrical breakdown at $E_{bd}=6$ MV/cm. Compare the mechanical threshold with breakdown.}

\textbf{Solution.} The permittivity is $\varepsilon=2.214\times10^{-11}$ F/m, so
\[
\sqrt{\frac{Y}{\varepsilon}}=\sqrt{\frac{5\times10^9}{2.214\times10^{-11}}}\ \mathrm{V/m}
=1.50\times10^{10}\ \mathrm{V/m}=150\ \mathrm{MV/cm}.
\]
The critical nominal field is $0.607\times150=91$ MV/cm, or $9.1$ V/nm. The critical voltage is $456$ V and the thickness there $30$ nm. As a numerical test, the energy was built up from small Hookean steps and the voltage was sought at which its minimum disappears. This gave $x_c=0.60654$ and $91.158$ MV/cm, against $0.60653$ and $91.158$ MV/cm from the formulas.

At the breakdown field, reached at 30 V, the pressure is
\[
p=\tfrac12(2.214\times10^{-11})(6\times10^8)^2\ \mathrm{Pa}=4.0\ \mathrm{MPa}.
\]
The compression is $p/Y=0.08\%$, or $0.04$ nm. The mechanical threshold lies a factor 15 above breakdown. For the two to coincide at the same $\varepsilon$ and $E_{bd}$, with $E_{bd}$ read as a nominal field, (\ref{crit}) requires
\[
Y=e\,\varepsilon E_{bd}^2=22\ \mathrm{MPa},
\]
which means softening by a factor $15.2^2\approx231$. The reading matters here, because the soft film is much thinner at its threshold. If breakdown is set by the true field instead, $E_c=\sqrt{Y/\varepsilon}$ must equal $E_{bd}$, and $Y=\varepsilon E_{bd}^2=8$ MPa.

These inputs are rough, illustrative values for a porous organosilicate film. The modulus and breakdown field of an actual film depend on processing and on the test. The assumption such a film breaks first is that it remains insulating: this moves the usable limit from 91 to about 6 MV/cm. The Stark--Garton field is therefore no estimate of the breakdown field of this stiff film. With constant permittivity, the mechanism becomes a candidate for a much softer layer, with a modulus of order 10 MPa at comparable permittivity and breakdown field. A permittivity that rises on compression would raise this modulus. The modulus meant here is the one that resists thinning at fixed area. A dense rubber bonded between rigid electrodes is nearly incompressible, and resists such thinning far more strongly than its Young's modulus suggests.

\section*{(h) Neglected effects, in size}

\textit{For the same film, estimate the effects of lateral clamping, densification, crushing and tunnelling. Use Poisson ratio $\nu=0.25$, crushing strength $0.5$ GPa and an electron barrier $\phi=3$ eV, all rough.}

\textbf{Solution.} \textit{Clamping.} Suppose that 5 GPa is Young's modulus and that lateral strain is prevented. Zero lateral strain requires a lateral stress $\sigma_\parallel=\nu\sigma/(1-\nu)$. The strain $\eta$ across the film then obeys
\[
Y\eta=\sigma-2\nu\sigma_\parallel=\sigma\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.
\]
The incremental modulus is thus $M=Y(1-\nu)/[(1+\nu)(1-2\nu)]=1.2\,Y=6$ GPa. The threshold rises by $\sqrt{1.2}$, to 100 MV/cm.

\textit{Densification.} At fixed area the density grows as $1/x$. A Clausius--Mossotti estimate, which is crude for a porous solid, gives
\[
\frac{k-1}{k+2}=\frac{\beta}{x},\qquad \beta=\frac{1.5}{4.5}=\frac13 .
\]
The electrical part of the potential is $-\varepsilon_0V^2k(x)/(2d_0x)$, so the balance becomes
\[
Y\ln\frac1x=\frac{\varepsilon_0E_0^2}{2}\left(\frac{k}{x^2}-\frac{k'}{x}\right).
\]
Differentiating the Clausius--Mossotti relation gives $3k'/(k+2)^2=-\beta/x^2$. At $x=1$ this is $k'=-(k-1)(k+2)/3$, and the initial pressure is multiplied by
\[
1-\frac{k'}{k}=1+\frac{(k-1)(k+2)}{3k}=1.9 .
\]
The compression at breakdown rises to about 0.15\%, which is still small. The maximum of $E_0$, found numerically with $Y=5$ GPa, moves to $x=0.78$, where $k=3.3$, and falls to 49 MV/cm. This is the largest correction to the elastic threshold among those estimated here. It holds only while pores remain to be closed. In the same relation a pore-free matrix with $k=3.0$ has $(k-1)/(k+2)=0.4$, which is reached at $x=\beta/0.4=0.83$, before this maximum. Stiffening of the denser film, which is left out, would act against it.

\textit{Crushing.} The stress reaches the strength when $\ln(1/x)=0.5/5$, that is, at $x=0.905$. The nominal field is then 61 MV/cm with constant permittivity and 41 MV/cm with densification. Each lies below the corresponding elastic threshold, 91 or 49 MV/cm. With these inputs the film would crush before the elastic instability, even if it could hold the field electrically.

\textit{Tunnelling.} An electron at the electrode meets a triangular barrier $\phi-eEz$ of width $z_0=\phi/(eE)$. With the free electron mass $m$ and no image force, the WKB exponent is
\[
\frac{2}{\hbar}\int_0^{z_0}\!\sqrt{2m(\phi-eEz)}\,\mathrm{d}z
=\frac{2\sqrt{2m\phi}}{\hbar}\,z_0\int_0^1\!\sqrt{1-t}\,\mathrm{d}t
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE},
\]
since the last integral is $2/3$. At 6 MV/cm the width is 5 nm and the exponent 59, a transmission factor of order $10^{-26}$. The exponent scales as $\sqrt m$, so an effective mass of $0.5\,m$ would lower it to 42 and raise the factor to about $10^{-18}$. Direct injection through this ideal barrier is negligible in either case; conduction through defects is not included. At the critical true field of 150 MV/cm the width is 0.2 nm and the exponent 2.4, a factor of about 0.1. WKB is only indicative for so thin a barrier, but the barrier has plainly ceased to block electrons. The assumption of an insulating film fails well before the mechanical threshold is reached.

The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
initial thickness: 50 nm
relative permittivity: 2.5
modulus: 5 GPa
electrical breakdown field: 6 MV/cm
Poisson ratio: 0.25
crushing strength: 0.5 GPa
electron barrier: 3 eV
INSTABILITY
permittivity: 2.214e-11 F/m
critical thickness ratio, formula: 0.60653
critical thickness ratio, energy grid: 0.60654
critical nominal field, formula: 91.158 MV/cm
critical nominal field, energy grid: 91.158 MV/cm
critical nominal field: 9.116 V/nm
critical true field: 150.3 MV/cm
critical voltage: 455.8 V
critical thickness: 30.33 nm
critical pressure: 2.5 GPa
at 0.50 of critical voltage: stable x = 0.9504, unstable x = 0.1578
at 0.90 of critical voltage: stable x = 0.7854, unstable x = 0.4073
at 0.99 of critical voltage: stable x = 0.6661, unstable x = 0.5450
fixed charge / threshold charge: 1.5
stable x at that fixed charge: 0.3247
nominal field at that charge: 73.19 MV/cm
AT ELECTRICAL BREAKDOWN
voltage: 30 V
electrostatic pressure: 3.984 MPa
relative compression: 0.07978 %
thickness change: 0.03989 nm
critical nominal field / breakdown field: 15.19
modulus for equal fields: 21.66 MPa
softening factor needed: 230.8
OTHER ASSUMPTIONS AND NEGLECTED EFFECTS
linear law, critical x: 0.6667
linear law, critical nominal field: 81.81 MV/cm
free spreading, critical nominal field: 64.46 MV/cm
confined modulus: 6 GPa
clamped film, critical nominal field: 99.86 MV/cm
densification, initial pressure factor: 1.9
densification, critical x: 0.7751
densification, relative permittivity there: 3.263
densification, critical nominal field: 48.88 MV/cm
x at crushing strength: 0.9048
crushing nominal field, constant permittivity: 60.82 MV/cm
crushing nominal field, densification: 40.93 MV/cm
tunnelling at breakdown field: width 5 nm, exponent 59.2, factor 2e-26
tunnelling at critical true field: width 0.2 nm, exponent 2.36, factor 0.094
\end{verbatim}
